\section*{Hogg-Healy-Fuerstenau energy and attraction between surfaces of like-signed potential}

\section{The physical question}

A particle left on a wafer after polishing is rinsed in a dilute electrolyte. Particle and wafer both carry negative surface potentials, but of different magnitude. Far apart, their ionic clouds repel. Close together, two surfaces held at different potentials resemble a capacitor connected to a battery, whose plates attract. If the potentials stay fixed, the sign of the force therefore depends on the gap, and the reversal distance matters for whether the double layer helps to lift the particle off or holds it down.

\section{Model and statement}

Two thick solids with flat faces at $x=0$ and $x=h$ bound a $z{:}z$ electrolyte of permittivity $\varepsilon$, in equilibrium with a bulk solution containing $n$ ions of each kind per volume. The faces have potentials $\psi_1,\psi_2$ relative to the bulk, independent of $h$, and there is no field inside the solids. In mean field, with $y=ze\psi/kT$,
\begin{equation}
y''=\kappa^2\sinh y,\qquad \kappa^2=\frac{2nz^2e^2}{\varepsilon kT}. \label{pb}
\end{equation}
For $|y|\ll1$ this becomes $\psi''=\kappa^2\psi$. Van der Waals forces, ion size and roughness are left out. A positive pressure $P$ means repulsion. $W(h)$ is the free energy per area relative to infinite separation.

\paragraph{Theorem 1 (linear theory).} For the flat faces,
\begin{equation}
W=\frac{\varepsilon\kappa}{2}\left[(\psi_1^2+\psi_2^2)(1-\coth\kappa h)+\frac{2\psi_1\psi_2}{\sinh\kappa h}\right]. \label{W}
\end{equation}
For two spheres of radii $a_1,a_2$ with $R=a_1a_2/(a_1+a_2)$, or a sphere of radius $R$ and a plate, the leading order for $\kappa R\gg1$, $h\ll R$ is the Hogg-Healy-Fuerstenau energy
\begin{equation}
V=\pi\varepsilon R\left[(\psi_1+\psi_2)^2\ln(1+q)+(\psi_1-\psi_2)^2\ln(1-q)\right],\quad q=e^{-\kappa h}. \label{V}
\end{equation}
Let the potentials have equal sign and $r=\psi_1/\psi_2>1$. The plates attract for $h<h^*$ and repel for $h>h^*$; the spheres do so about $h_0$, where
\begin{equation}
\kappa h^*=\ln r,\qquad \kappa h_0=\ln\frac{r^2+1}{2r}<\kappa h^*. \label{dist}
\end{equation}

``Attract'' refers to the force. The energy relative to infinity can still be positive. Reversing both signs changes neither energy, so the proofs take $\psi_1>\psi_2>0$.

\section{Free energy and pressure}

At fixed charges the free energy per area $A$ obeys $dA=\psi_1d\sigma_1+\psi_2d\sigma_2$ at constant $h$. A surface held at fixed potential exchanges charge with a reservoir, so the relevant quantity is the Legendre transform $F=A-\sigma_1\psi_1-\sigma_2\psi_2$, with $dF=-\sigma_1d\psi_1-\sigma_2d\psi_2$.

\paragraph{Lemma 1.} With $U(\psi)=2nkT(\cosh y-1)$,
\begin{equation}
F=-\int_0^h\left[\frac{\varepsilon}{2}\psi'^2+U(\psi)\right]dx,\qquad
P=-\frac{\partial F}{\partial h}=U(\psi)-\frac{\varepsilon}{2}\psi'^2. \label{F}
\end{equation}

\emph{Proof.} Equation \eqref{pb} is $\varepsilon\psi''=dU/d\psi$. Changing the surface potentials changes the integral by
\begin{equation}
\int_0^h(\varepsilon\psi'\delta\psi'+\varepsilon\psi''\delta\psi)\,dx=\big[\varepsilon\psi'\delta\psi\big]_0^h=\sigma_1\delta\psi_1+\sigma_2\delta\psi_2,
\end{equation}
because Gauss's law gives $\sigma_1=-\varepsilon\psi'(0)$ and $\sigma_2=\varepsilon\psi'(h)$. Thus $F$ has the required differential, and it vanishes for uncharged faces. Now move the second face by $dh$ at fixed potentials. The integral gains the strip $[\varepsilon\psi'^2/2+U]_{x=h}\,dh$. For the new profile to reach $\psi_2$ at $h+dh$, its value at the old position $h$ must change by $-\psi'(h)\,dh$, which adds the boundary term $-\varepsilon\psi'(h)^2dh$. The sum is $[U-\varepsilon\psi'^2/2]\,dh$, and $F$ is minus the integral. The expression for $P$ does not depend on $x$, since its derivative is $\psi'(dU/d\psi-\varepsilon\psi'')=0$. $\square$

The term $U$ is the excess osmotic pressure of the ions, which pushes; $\varepsilon\psi'^2/2$ is the electric tension, which pulls. For small potentials $U=\varepsilon\kappa^2\psi^2/2$.

\section{Proof for plates}

The linear solution with the prescribed end values is
\begin{equation}
\psi(x)=\frac{\psi_1\sinh\kappa(h-x)+\psi_2\sinh\kappa x}{\sinh\kappa h}.
\end{equation}
Differentiating at the two faces gives
\begin{align}
\sigma_1&=\varepsilon\kappa\left(\psi_1\coth\kappa h-\frac{\psi_2}{\sinh\kappa h}\right),&
\sigma_2&=\varepsilon\kappa\left(\psi_2\coth\kappa h-\frac{\psi_1}{\sinh\kappa h}\right). \label{sigma}
\end{align}
Since $\psi'^2+\kappa^2\psi^2=(\psi\psi')'$, Lemma 1 gives
\begin{equation}
F=-\frac{\varepsilon}{2}[\psi\psi']_0^h=-\frac12(\sigma_1\psi_1+\sigma_2\psi_2)
=-\frac{\varepsilon\kappa}{2}\left[(\psi_1^2+\psi_2^2)\coth\kappa h-\frac{2\psi_1\psi_2}{\sinh\kappa h}\right].
\end{equation}
At infinite separation $F=-\varepsilon\kappa(\psi_1^2+\psi_2^2)/2$. Subtracting this value gives \eqref{W}.

The derivatives of $\coth\kappa h$ and $1/\sinh\kappa h$ are $-\kappa/\sinh^2\kappa h$ and $-\kappa\cosh\kappa h/\sinh^2\kappa h$, so
\begin{equation}
P=-\frac{dW}{dh}=\frac{\varepsilon\kappa^2}{2}\,\frac{2\psi_1\psi_2\cosh\kappa h-\psi_1^2-\psi_2^2}{\sinh^2\kappa h}. \label{P}
\end{equation}
The numerator increases with $h$ and vanishes when
\begin{equation}
\cosh\kappa h=\frac12\left(r+\frac1r\right)=\cosh(\ln r).
\end{equation}
This proves the plate part of \eqref{dist}. $\square$

\paragraph{Limits.} For $\kappa h\gg1$ and $\kappa(h-h_0)\gg1$, $W\simeq2\varepsilon\kappa\psi_1\psi_2e^{-\kappa h}$, a repulsion. For $\kappa h\ll1$, both $\coth\kappa h$ and $1/\sinh\kappa h$ equal $1/(\kappa h)+O(\kappa h)$, so
\begin{equation}
W=-\frac{\varepsilon(\psi_1-\psi_2)^2}{2h}+\frac{\varepsilon\kappa}{2}(\psi_1^2+\psi_2^2)+O(h).
\end{equation}
The first term is that of a capacitor at fixed voltage. It vanishes for equal potentials, where \eqref{P} becomes $P=\varepsilon\kappa^2\psi_1^2/(1+\cosh\kappa h)>0$: in this model equal plates repel at every gap. As $\psi_2\to0$, $h^*\to\infty$, and the attraction extends over all separations.

\paragraph{What happens at $h^*$.} The undisturbed profile $\psi_1e^{-\kappa x}$ of the stronger face falls to $\psi_2$ exactly at $\kappa x=\ln r$. A second face placed there leaves this profile unchanged in the gap, and the osmotic push and electric pull of an isolated layer balance at every point. Since $W'=-P$ changes from positive to negative, $W$ has its maximum there. With $\coth\kappa h^*=(r^2+1)/(r^2-1)$ and $1/\sinh\kappa h^*=2r/(r^2-1)$,
\begin{equation}
W(h^*)=\frac{\varepsilon\kappa\psi_2^2}{2}\,\frac{-2(r^2+1)+4r^2}{r^2-1}=\varepsilon\kappa\psi_2^2. \label{Wmax}
\end{equation}
The height of the plate barrier is set by the weaker potential alone.

\paragraph{Opposite charges can repel.} By \eqref{sigma} the weaker face loses its charge at $\cosh\kappa h_c=r$, or $\kappa h_c=\ln(r+\sqrt{r^2-1})>\ln r$. Below $h_c$ the faces carry opposite charges. Evaluating Lemma 1 at the weaker face gives
\begin{equation}
P=\frac{\varepsilon\kappa^2\psi_2^2}{2}-\frac{\sigma_2^2}{2\varepsilon}.
\end{equation}
Attraction therefore requires $|\sigma_2|>\varepsilon\kappa\psi_2$: the reversed charge must exceed in magnitude the charge of the isolated face. For $h^*<h<h_c$ it does not, and the osmotic pressure still wins.

\section{Proof for spheres}

Near the closest point the gap between the surfaces is $H=h+\rho^2/(2R)$, where $\rho$ is the distance from the axis. For two spheres the two parabolic terms add, which gives $1/R=1/a_1+1/a_2$. If the interaction decays within a region small compared with $R$, each ring can be given the plate energy at its local gap. With $\rho\,d\rho=R\,dH$,
\begin{equation}
V=\int_0^\infty2\pi\rho\,W(H)\,d\rho=2\pi R\int_h^\infty W(H)\,dH. \label{derj}
\end{equation}
Put $u=\kappa H$. The two functions in $W$ are derivatives:
\begin{align}
1-\coth u&=-\frac{2e^{-2u}}{1-e^{-2u}}=-\frac{d}{du}\ln(1-e^{-2u}),\\
\frac1{\sinh u}&=\frac{2e^{-u}}{1-e^{-2u}}=-\frac{d}{du}\ln\frac{1+e^{-u}}{1-e^{-u}}.
\end{align}
Both logarithms vanish at infinity, so
\begin{equation}
V=\pi\varepsilon R\left[(\psi_1^2+\psi_2^2)\ln(1-q^2)+2\psi_1\psi_2\ln\frac{1+q}{1-q}\right].
\end{equation}
Writing $\ln(1-q^2)=\ln(1+q)+\ln(1-q)$ and collecting terms gives \eqref{V}.

By \eqref{derj} the force is $-dV/dh=2\pi RW(h)$, so its sign is that of the plate energy, not of the plate pressure. Multiplying \eqref{W} by $\sinh\kappa h$ and using $\sinh\kappa h-\cosh\kappa h=-q$,
\begin{equation}
\frac{2W\sinh\kappa h}{\varepsilon\kappa}=2\psi_1\psi_2-(\psi_1^2+\psi_2^2)q.
\end{equation}
This is negative for $q>q_0=2r/(r^2+1)$, that is, for $h<h_0$. Finally, $(r^2+1)/(2r)<r$ because $r>1$, hence $h_0<h^*$. $\square$

Since $1\pm q_0=(r\pm1)^2/(r^2+1)$, the top of the barrier is
\begin{equation}
V(h_0)=\pi\varepsilon R\psi_2^2\left[(r+1)^2\ln\frac{(r+1)^2}{r^2+1}+(r-1)^2\ln\frac{(r-1)^2}{r^2+1}\right]. \label{Vmax}
\end{equation}
As $h\to0$, $V$ tends to $-\infty$ only as $\pi\varepsilon R(\psi_1-\psi_2)^2\ln\kappa h$, so it can remain positive down to very small gaps.

\section{Attraction without linearization}

\paragraph{Theorem 2.} For $y_1>y_2>0$ and the full equation \eqref{pb}, plates attract for $h<h^*$ and repel for $h>h^*$, with
\begin{equation}
\kappa h^*=\ln\frac{\tanh(y_1/4)}{\tanh(y_2/4)},\qquad
W(h^*)=\frac{16nkT}{\kappa}\left(\cosh\frac{y_2}{2}-1\right). \label{nl}
\end{equation}

\emph{Proof.} Let $p=P/(nkT)$. Since $\varepsilon(kT/ze)^2=2nkT/\kappa^2$, Lemma 1 becomes $y'^2=\kappa^2[4\sinh^2(y/2)-p]$. If $p\le0$, the slope cannot vanish while $y>0$, and $y$ falls steadily from $y_1$ to $y_2$. Hence
\begin{equation}
\kappa h=\int_{y_2}^{y_1}\frac{dy}{\sqrt{4\sinh^2(y/2)-p}}.
\end{equation}
At $p=0$ the integrand is $1/[2\sinh(y/2)]=d\ln\tanh(y/4)/dy$, which gives $h^*$. As $p$ becomes more negative, $h$ decreases continuously to zero, so every $h<h^*$ has a solution with $P<0$. It is the only solution: the difference $d$ of two solutions vanishes at both faces and satisfies $d\,d''\ge0$, so $\int d'^2dx=-\int d\,d''dx\le0$ and $d=0$. For $h>h^*$ no solution has $p\le0$, hence $P>0$.

At $h^*$ the gap holds the isolated layer of face 1 without its tail beyond $h^*$. That tail is an isolated layer with surface potential $\psi_2$. If $F_i$ is the free energy of isolated face $i$, then $W(h^*)=(F_1-F_2)-(F_1+F_2)=-2F_2$. In an isolated layer $U=\varepsilon\psi'^2/2$ and $|y'|=2\kappa\sinh(y/2)$, so
\begin{equation}
F_2=-\int_0^\infty\varepsilon\psi'^2dx=-\frac{2nkT}{\kappa}\int_0^{y_2}2\sinh\frac y2\,dy=-\frac{8nkT}{\kappa}\left(\cosh\frac{y_2}{2}-1\right).
\end{equation}
This gives \eqref{nl}. For small potentials it reduces to $\ln r$ and $\varepsilon\kappa\psi_2^2$. $\square$

\section{When the charges cannot adjust}

\paragraph{Proposition.} In the linear theory, faces with fixed charges of equal sign repel at every gap.

\emph{Proof.} The profile with the prescribed slopes is $\psi=[\sigma_1\cosh\kappa(h-x)+\sigma_2\cosh\kappa x]/(\varepsilon\kappa\sinh\kappa h)$. The stress in Lemma 1, taken at $x=0$ where $\psi'=-\sigma_1/\varepsilon$, is
\begin{equation}
P=\frac{1}{2\varepsilon}\left[\frac{(\sigma_1\cosh\kappa h+\sigma_2)^2}{\sinh^2\kappa h}-\sigma_1^2\right]
=\frac{\sigma_1^2+\sigma_2^2+2\sigma_1\sigma_2\cosh\kappa h}{2\varepsilon\sinh^2\kappa h}>0.\quad\square
\end{equation}

The attraction thus depends on charge flowing to and from the surfaces. At fixed potential, \eqref{sigma} demands charges that grow as $\pm\varepsilon(\psi_1-\psi_2)/h$. An oxide surface has a limited number of charging sites, so Theorem 1 must fail close to contact. If both surfaces carry only acidic groups, it fails earlier: their charges stay negative, so $\psi'$ has opposite signs at the two faces and vanishes somewhere between them. There $P=U>0$, and the surfaces repel at every gap. It also fails if the approach is faster than the surface reactions.

\section{A particle near a wafer}

Take round model parameters: a sphere of radius $100$ nm at $-30$ mV, a plate at $-10$ mV, and $10$ mmol/L of a 1:1 electrolyte at $298.15$ K with relative permittivity $78.5$. The Debye length is $3.042$ nm and $\kappa R=32.9$. With $r=3$,
\begin{align}
h_c&=3.042\,\mathrm{nm}\times1.763=5.36\ \mathrm{nm},\\
h^*&=3.042\,\mathrm{nm}\times\ln3=3.34\ \mathrm{nm},\\
h_0&=3.042\,\mathrm{nm}\times\ln(10/6)=1.55\ \mathrm{nm}.
\end{align}
The unit $\pi\varepsilon R\psi_2^2$ is $5.305\,kT$, so \eqref{Vmax} gives
\begin{equation}
V(h_0)=5.305\,kT\,(16\ln1.6+4\ln0.4)=5.305\,kT\times3.855=20.45\,kT,
\end{equation}
or $8.42\times10^{-20}$ J.

The numerical output shows the three reversals in turn. At $4$ nm plates with these potentials carry $-6.6$ and $+1.3$ mC/m$^2$, yet repel with $2.5$ kPa. At $2$ nm they attract with $20$ kPa, while the sphere is still pushed away with $8.3$ pN, because the outer parts of its surface see wider gaps. At $0.5$ nm the sphere is pulled in with $108$ pN, although $V=12.1\,kT$ is still positive. By the double layer alone, a particle there must climb $(20.45-12.11)\,kT\simeq8.3\,kT$ to escape. The van der Waals attraction left out of the model is not small at these gaps. For a Hamaker constant of $0.5\times10^{-20}$ J it adds about $-12\,kT$ at $h_0$ and $-39\,kT$ at $0.5$ nm, which lowers the total barrier to about $11\,kT$ near $2.5$ nm and raises the climb from $0.5$ nm to about $39\,kT$. The numbers here describe the double-layer part only, not the adhesion of a real particle. The energy becomes negative only below $0.23$ nm, a molecular distance at which the continuum model has no authority. Even at $0.5$ nm the plate must carry $+27$ mC/m$^2$, against $-2.3$ mC/m$^2$ when isolated, so the fixed-potential assumption is already severe. If particle and wafer carried only acidic groups, this charge reversal could not occur and the attraction would be absent.

Linearization costs little here. The nonlinear equation moves $\kappa h^*$ from $1.099$ to $1.074$ and gives a sphere energy of $20.3\,kT$ at the same $h_0$. Pressures and forces near their zeros change more: the plate pressure at $4$ nm rises from $2.5$ to $2.7$ kPa, and the force on the sphere at $2$ nm from $8.3$ to $8.9$ pN. For $100$ and $50$ mV the shift is larger, from $0.693$ to $0.508$, and the plate barrier is $8\%$ above the linear value.

The curvature approximation was tested against a multipole solution of the linear equation for two equal spheres of radius $a$ with $r=3$. At $\kappa h=0.5$ the energy \eqref{V} is too high by $0.44\%$ of the multipole value for $\kappa a=10$ and by $0.14\%$ for $\kappa a=40$. For $\kappa a=20$ the multipole energy, in units of $\pi\varepsilon R\psi_2^2$, falls from $3.84$ at $\kappa h=0.5$ to $2.08$ at $\kappa h=0.15$. The short-range attraction is therefore not produced by the Derjaguin approximation. The small errors quoted are for equal spheres at $\kappa h=0.5$; at $\kappa h=0.15$ and $\kappa a=20$ formula \eqref{V} gives $2.05$, too low by $1.6\%$. For the sphere and plate of the example the energy \eqref{V} is too low by about $1.6\%$ at $h_0$ and $3.8\%$ at $0.5$ nm, so the last digits of $20.45\,kT$ belong to formula \eqref{V} and not to the exact linear problem.

\section*{Computed values}
\begin{verbatim}
temperature 298.15 K, relative permittivity 78.5
1:1 electrolyte 10.0 mmol/L, sphere radius 100 nm
sphere -30 mV, plate -10 mV
thermal voltage kT/e = 25.693 mV
Debye length = 3.042 nm, kappa*R = 32.87
charge reversal of weaker plate: kappa*h = 1.7627, h = 5.362 nm
plate force reversal h*: kappa*h = 1.0986, h = 3.342 nm
sphere force reversal h0: kappa*h = 0.5108, h = 1.554 nm
sphere energy V = 0 at kappa*h = 0.0752, h = 0.229 nm
plate barrier W(h*) = 22.848 uJ/m^2
unit pi*eps*R*psi2^2 = 5.305 kT
sphere barrier V(h0) = 20.45 kT = 8.417e-20 J
same, nonlinear PB with Derjaguin, at same h = 20.28 kT
h/nm  W/(uJ/m^2)  P/kPa  P_nonlinear/kPa
 0.500  -171.900  -539.872  -538.714
 1.000   -40.907  -123.143  -122.062
 2.000    13.244   -20.019   -19.199
 3.342    22.848     0.000     0.417
 4.000    21.917     2.489     2.744
 6.000    14.940     3.622     3.611
10.000     4.809     1.480     1.435
h/nm  sigma_sphere-side, sigma_plate /(mC/m^2)  F/pN  V/kT
 0.500   -28.239    27.490  -108.008   12.108
 1.000   -14.770    13.282   -25.703   19.023
 2.000    -8.649     5.749     8.321   19.942
 3.342    -6.854     2.285    14.356   15.813
 4.000    -6.597     1.327    13.771   13.552
 6.000    -6.477    -0.430     9.387    7.877
10.000    -6.703    -1.778     3.022    2.305
nonlinear check: potentials/mV, kappa*h* linear, nonlinear, W(h*) ratio
30 and 10: 1.0986, 1.0739, 1.0032
100 and 50: 0.6931, 0.5077, 1.0814
two equal spheres, ratio 3, kappa*h = 0.5, V/(pi*eps*R*psi2^2):
kappa*a = 10: multipole 3.8374, HHF 3.8542, HHF error 0.44 %
kappa*a = 20: multipole 3.8445, HHF 3.8542, HHF error 0.25 %
kappa*a = 40: multipole 3.8489, HHF 3.8542, HHF error 0.14 %
kappa*a = 20, kappa*h = 0.15: multipole 2.0837, HHF 2.0506
\end{verbatim}
